\section*{Tanabe--Sugano slopes and the widths of octahedral d--d bands, part 1}

(Sections cited here and not found follow in the second part.)

\section{Result}

An octahedral centre ML$_6$ has the ligand-field splitting $\Delta=10Dq$, which depends on the metal--ligand distance $R$, and the Racah parameters $B$ and $C$. Let $E(\Delta,B,C)$ be the energy of a d--d transition measured from the ground level, $s=\partial E/\partial\Delta$ its Tanabe--Sugano slope, and $\Delta'=d\Delta/dR$. Let the totally symmetric breathing mode have angular frequency $\omega$ and each ligand have mass $M$. With a harmonic ground surface, a gap linear in the bond stretch, fixed $B$ and $C$, and the Condon approximation,
\begin{align}
s&=\langle n_e\rangle_{\rm exc}-\langle n_e\rangle_{\rm gr}, \label{eq:res-s}\\
S&=\frac{(s\Delta')^2}{12M\hbar\omega^3}, \label{eq:res-S}\\
\sigma^2&=S(\hbar\omega)^2\coth\frac{\hbar\omega}{2kT}. \label{eq:res-sigma}
\end{align}
Here $n_e$ counts the electrons in the $e_g$ orbitals, $S$ is the Huang--Rhys factor and $\sigma^2$ is the variance of the absorption band. For $S\gtrsim1$ and individual lines of standard deviation $\sigma_b$ wide enough to hide the progression, the full width at half maximum is close to $2\sqrt{2\ln2}\,\sqrt{\sigma^2+\sigma_b^2}$, which tends to $2\sqrt{2\ln2}\,\sigma$ when $\sigma\gg\sigma_b$. With $\sigma_b=0.6\,\hbar\omega$ the true width lies below this estimate by 3 to 6\% at $S=1$, depending on temperature, and by about 1\% or less at $S=8$. For $S\coth(\hbar\omega/2kT)\ll1$ the spectrum is dominated by a single zero-phonon line that holds the fraction $1-S\coth(\hbar\omega/2kT)$ of the intensity, and $\sigma$ is not its width. This statement assumes a constant transition moment, as for a magnetic-dipole line or a site with a static odd distortion. In a strictly centrosymmetric centre the electric-dipole intensity appears at false origins displaced by odd-mode quanta, and each of these is the sharp line.

Within these assumptions a line is therefore sharp when the transition leaves the $t_2/e$ occupation nearly unchanged. The spin flip is not the cause. It accompanies sharpness in d$^3$ because the only excited states inside $t_2^3$ are doublets, while the d$^5$ band ${}^6A_1\to{}^4T_1$ is spin-forbidden and broad. The slope $s$ governs only the breathing-mode part of the width: $e_g$ modes add to it, and for small $s$ the change of $B$ and $C$ with $R$ can outweigh $s\Delta'$. Energies are in cm$^{-1}$ and lengths in \AA. The parity label $g$ is dropped. Spin--orbit coupling is neglected. It gives the spin-forbidden lines their intensity, and it raises a small slope when a level of large slope lies close in energy.

\section{The slope counts $e_g$ electrons}

The five real d orbitals split into $t_2=\{xy,xz,yz\}$ at $-0.4\Delta$ and $e=\{z^2,x^2-y^2\}$ at $+0.6\Delta$. For $N$ electrons $n_t=N-n_e$, so
\begin{equation}
H=\Delta(0.6\,n_e-0.4\,n_t)+W=\Delta\,n_e-0.4N\Delta+W,
\label{eq:H}
\end{equation}
where the repulsion $W=BW_B+CW_C+\text{const}$ does not contain $\Delta$. The constant is the Racah $A$ term, equal for all states of d$^N$.

For a normalized eigenstate, differentiating $E_\psi=\langle\psi|H|\psi\rangle$ gives
\begin{equation}
\frac{\partial E_\psi}{\partial\Delta}=\Big\langle\frac{\partial H}{\partial\Delta}\Big\rangle+E_\psi\frac{\partial}{\partial\Delta}\langle\psi|\psi\rangle=\langle n_e\rangle-0.4N ,
\end{equation}
because the terms with a derivative of $\psi$ combine into the derivative of the norm, which is zero. This is the Hellmann--Feynman theorem. A change of $\Delta$ keeps the octahedral symmetry, so all components of a degenerate level share the value. In the difference of the excited and ground levels $0.4N$ cancels and Eq.~\eqref{eq:res-s} follows.

The Hamiltonian is linear in $\Delta$, $B$, $C$, so $E=B\,F(\Delta/B,C/B)$ and $\partial E/\partial\Delta=\partial F/\partial(\Delta/B)$. The number $s$ is the slope of the curve $E/B$ against $\Delta/B$ in a Tanabe--Sugano diagram, read at fixed $C/B$.

\section{Repulsion integrals}

The multipole expansion of $1/r_{12}$ gives, for real orbitals with a common radial function and angular parts $d_a$,
\begin{equation}
(ab|cd)=\sum_{k=0,2,4}F^k\!\int\!\!\int d_ad_b(\hat u_1)\,P_k(\hat u_1\!\cdot\!\hat u_2)\,d_cd_d(\hat u_2)\,d\Omega_1d\Omega_2 .
\label{eq:eri}
\end{equation}
The definitions $B=F^2/49-5F^4/441$ and $C=35F^4/441$ invert to $F^4=63C/5$ and $F^2=49B+7C$. Write $J_{ab}=(aa|bb)$ and $K_{ab}=(ab|ab)$.

Averages over the unit sphere follow from a Gaussian integral done once in Cartesian and once in polar coordinates. With weight $e^{-r^2/2}$ the Cartesian form gives $(2a-1)!!\,(2b-1)!!\,(2c-1)!!$, and the radial moment $\langle r^{2p}\rangle$ in three dimensions is $(2p+1)!!$, so
\begin{equation}
\langle x^{2a}y^{2b}z^{2c}\rangle=\frac{(2a-1)!!\,(2b-1)!!\,(2c-1)!!}{(2a+2b+2c+1)!!}.
\label{eq:avg}
\end{equation}
The normalized functions are $\sqrt{15/4\pi}$ times $xy$, $xz$, $yz$, $(x^2-y^2)/2$ and $(3z^2-r^2)/\sqrt{12}$. Put $d_ad_b=(15/4\pi)f$ and split $f=f_2+f_4$ into spherical-harmonic parts. The addition theorem makes the kernel $P_k$ equal to $4\pi/(2k+1)$ times the projector on rank $k$, so
\begin{equation}
K_{ab}=\sum_k F^k\Big(\frac{15}{4\pi}\Big)^2\frac{4\pi}{2k+1}\,4\pi\langle f_k^2\rangle=45\langle f_2^2\rangle F^2+25\langle f_4^2\rangle F^4 .
\end{equation}

For $(xy,xz)$, $f=x^2yz$. Since $\nabla^2(x^2yz)=2yz$ and $\nabla^2(r^2yz)=14yz$, the polynomial $h_4=x^2yz-r^2yz/7$ is harmonic, so $f_2=yz/7$ and $f_4=h_4$. Then $\langle f_2^2\rangle=1/(49\cdot15)=1/735$ and $\langle h_4^2\rangle=1/315-1/735=4/2205$, which gives
\begin{equation}
K_{xy,xz}=\tfrac{3}{49}F^2+\tfrac{20}{441}F^4=3B+\tfrac37C+\tfrac47C=3B+C .
\end{equation}
For $(xy,z^2)$, the same split of $xyz^2$ gives $f=[3h_4'-\tfrac47xy]/\sqrt{12}$ with $\langle h_4'^2\rangle=4/2205$. Then $45\langle f_2^2\rangle=45\cdot16/(49\cdot12\cdot15)=4/49$ and $25\langle f_4^2\rangle=25\cdot\tfrac9{12}\cdot\tfrac4{2205}=15/441$, so
\begin{equation}
K_{xy,z^2}=4B+\tfrac47C+\tfrac37C=4B+C .
\end{equation}
A rotation by $45^\circ$ about $z$ turns $xy$ into $x^2-y^2$ and leaves $z^2$ alone, so $K_{x^2-y^2,z^2}$ has the same value. For $(xy,x^2-y^2)$, $f=xy(x^2-y^2)/2$ is already harmonic of degree four, with $\langle f^2\rangle=\tfrac14(2\cdot15-2\cdot9)/945=1/315$, so
\begin{equation}
K_{xy,x^2-y^2}=\tfrac{25}{315}F^4=C .
\end{equation}

A real d function is a traceless symmetric matrix $Q$, and $(aa|aa)$ is a quartic rotational invariant of it. For a traceless $3\times3$ matrix the Cayley--Hamilton relation gives ${\rm tr}\,Q^4=\tfrac12({\rm tr}\,Q^2)^2$, so the only quartic invariant is the squared norm squared, and $(aa|aa)=J_0$ for every normalized real d function. Applying this to $a\cos\phi+b\sin\phi$ and keeping the part even in $\phi$,
\begin{equation}
J_0=J_0(\cos^4\phi+\sin^4\phi)+(2J_{ab}+4K_{ab})\cos^2\phi\sin^2\phi ,
\end{equation}
which requires $J_{ab}=J_0-2K_{ab}$. A pair of parallel spins therefore has the energy $J_{ab}-K_{ab}=J_0-3K_{ab}$.

\section{Slopes in d$^3$}

\subsection{Quartets}

With all three spins up there are ten determinants. Under the rotation $C_{4z}$, $xy\to-xy$, $xz\to yz$, $yz\to-xz$, $x^2-y^2\to-(x^2-y^2)$ and $z^2\to z^2$. The determinant $|xy\;xz\;yz|$ changes sign under $C_{4z}$ and is alone in $t_2^3$, so it is ${}^4A_2$. The determinants $|xz\;yz\;z^2|$, $|xz\;yz\;x^2-y^2|$ and $|xy\;z^2\;x^2-y^2|$ are odd under $C_{2x}$, so they belong to triply degenerate levels. Under $C_{4z}$ the first and third are even, like $L_z$, and are $T_1$. The second is odd, like $xy$, and is $T_2$. The quartets are thus $A_2(t_2^3)$, $T_2(t_2^2e)$, $T_1(t_2^2e)$ and $T_1(t_2e^2)$.

The same ten states form the free-ion terms ${}^4F$ (the highest $M_L$ is $2+1+0=3$) and ${}^4P$ (the remaining three). The term ${}^4P$ transforms like $\mathbf L$, that is as $T_1$. Hence $A_2$ and $T_2$ both lie wholly in ${}^4F$ and have the same repulsion energy. Each is a pure configuration, with $n_e=0$ and $n_e=1$, so
\begin{equation}
E({}^4T_2)=\Delta,\qquad s({}^4T_2)=1 .
\end{equation}

In the two-dimensional $T_1$ space, $W$ measured from ${}^4F$ is $X|P\rangle\langle P|$, with $|P\rangle=c_1|t_2^2e\rangle+c_2|t_2e^2\rangle$ and $X$ the ${}^4P$--${}^4F$ interval. The traceless octahedral field is a tensor operator of rank four (Section~\ref{sec:pc} shows its form), and by the triangle rule its expectation value vanishes for $L=1$. So $\langle n_e\rangle=0.4N=6/5$ in ${}^4P$, which reads $c_1^2+2(1-c_1^2)=6/5$ and gives $c_1^2=4/5$, $c_2^2=1/5$. The interval follows from the pair energies. The determinant $|xy\;z^2\;x^2-y^2|$ has $\sum K=C+2(4B+C)$, and ${}^4A_2$ has $\sum K=3(3B+C)$. The difference of repulsion energies is $3[9B+3C-8B-3C]=3B$, and it must equal $Xc_2^2=X/5$, so $X=15B$. Relative to ${}^4A_2$ the matrix is
\begin{equation}
\begin{pmatrix}\Delta+12B&6B\\ 6B&2\Delta+3B\end{pmatrix},
\end{equation}
where $6B=15B\,c_1c_2$. Its lower root and the derivative of that root are
\begin{align}
E({}^4T_1)&=\tfrac32\Delta+\tfrac{15}2B-\tfrac12\sqrt{(\Delta-9B)^2+144B^2},\\
s({}^4T_1)&=\tfrac32-\frac{\Delta-9B}{2\sqrt{(\Delta-9B)^2+144B^2}} .
\label{eq:sT1}
\end{align}
At $\Delta=0$ the slope is $3/2+9/30=9/5$, and it falls to 1 as $\Delta/B\to\infty$, where the state becomes pure $t_2^2e$.

\subsection{The level ${}^2E$}

Keep $xy$, $xz$, $yz$ singly occupied and recouple the spins. These states are even under the three rotations $C_{2x},C_{2y},C_{2z}$, while a $t_2^3$ determinant with a doubly occupied orbital transforms like its single orbital and is odd under two of them, so the two sets do not mix. For singly occupied orbitals the exchange term of a pair is $-K(\tfrac12+2\mathbf s_i\!\cdot\!\mathbf s_j)$, and all three $K$ equal $3B+C$. Using $2\sum_{i<j}\mathbf s_i\!\cdot\!\mathbf s_j=S_{\rm t}(S_{\rm t}+1)-\tfrac94$ for total spin $S_{\rm t}$,
\begin{equation}
W=\sum J-K\big[\tfrac32+S_{\rm t}(S_{\rm t}+1)-\tfrac94\big],
\end{equation}
where the bracket is 3 for the quartet and 0 for the two doublets. These two doublets form ${}^2E$, at $3K=9B+3C$ above ${}^4A_2$ in the pure configuration. This zeroth-order energy does not contain $\Delta$, and $s=0$ at this order.

The ground level has $n_e=0$ exactly, so $s=\langle n_e\rangle\ge0$ is the $e$ population that $W$ mixes into the doublet. Let $|0\rangle$ be the pure state with repulsion energy $W_0$, and let $P_k$ project on the configurations with $n_e=k$. The configuration $t_2e^2$ contains only $T$ levels, and a two-electron operator cannot reach $e^3$, so only $k=1$ couples directly. First-order perturbation theory in the coupling between configurations gives the admixed component and the slope:
\begin{equation}
|y\rangle=-\big(P_1WP_1+\Delta-W_0\big)^{-1}P_1W|0\rangle,\qquad s\simeq\langle y|y\rangle .
\label{eq:s2E}
\end{equation}
When $\Delta$ dominates the denominator, $s\to\|P_1W|0\rangle\|^2/\Delta^2$. Evaluating $W$ from Eq.~\eqref{eq:eri} in the basis of Slater determinants gives $\|P_1W|0\rangle\|^2=90B^2$, so $s\to90(B/\Delta)^2$ in the strong-field limit. The levels ${}^2T_1$ and ${}^2T_2$ of $t_2^3$ also get their slopes by admixture, but for them $W$ couples directly to $t_2e^2$ as well as to $t_2^2e$.

\section{Slopes in high-spin d$^5$}

The ground level ${}^6A_1$ is $t_2^3e^2$ with $n_e=2$. A quartet of $t_2^4e$ needs $t_2^4$ in its triplet ${}^3T_1$, and $T_1\times E=T_1+T_2$. The same holds for $t_2^2e^3$, and $t_2^5$ and $t_2e^4$ have only doublets. Quartets of symmetry $A_1$, $A_2$ and $E$ therefore exist only in $t_2^3e^2$, and have $s=0$ exactly for every $\Delta$. The lowest ${}^4T_1$ tends to $t_2^4e$, with $s\to-1$, and is spin-forbidden just as they are.

The level ${}^4A_1$ is $t_2^3({}^4A_2)\,e^2({}^3A_2)$ with the subshell spins $\mathbf S_t$ (3/2) and $\mathbf S_e$ (1) coupled to 3/2 instead of 5/2. Within these multiplets $\mathbf s_i=\mathbf S_t/3$ and $\mathbf s_j=\mathbf S_e/2$. The exchange of $xy$ with the two $e$ orbitals sums to $4B+2C$, the other $t_2$ orbitals have the same sum by symmetry, and the total is $12B+6C$. The product $\mathbf S_t\!\cdot\!\mathbf S_e$ is $3/2$ for the sextet and $-1$ for the quartet, so
\begin{equation}
E({}^4A_1)=2\,(12B+6C)\,\frac{3/2-(-1)}{6}=10B+5C .
\end{equation}
Four spins up and one down give $D\times D=S+P+D+F+G$, of which $S$ belongs to the sextet. Among the quartets only ${}^4G$ contains $A_1$, and it also contains $E$. In the ${}^4E$ block the field is a constant, so the eigenstates stay the free-ion ones, and ${}^4E(G)$ remains degenerate with ${}^4A_1$ at $10B+5C$.

\section{The distance dependence of $10Dq$}\label{sec:pc}

Place charges $-qe$ at distance $R$ along $\pm x,\pm y,\pm z$ and assume that the d density lies inside $R$. The electron's energy is
\begin{equation}
V=\frac{qe^2}{4\pi\epsilon_0}\sum_{a=1}^6\sum_k\frac{r^k}{R^{k+1}}P_k(\hat u\cdot\hat a).
\end{equation}
Odd $k$ cancel between opposite ligands, $k=0$ is a constant, and $k>4$ has no matrix element among d orbitals. For $k=2$ the sum is $(3x^2-1)+(3y^2-1)+(3z^2-1)=0$ on the unit sphere. For $k=4$, with $P_4(t)=(35t^4-30t^2+3)/8$,
\begin{equation}
\sum_aP_4=\frac{2}{8}\big[35(x^4+y^4+z^4)-30+9\big]=\frac{35}{4}\Big(x^4+y^4+z^4-\frac35\Big).
\end{equation}
Equation~\eqref{eq:avg} gives the expectation value of $x^4+y^4+z^4$. For $xy$ it is $15(15+15+3)/945=11/21$. For $x^2-y^2$ it is $\tfrac{15}4(210+18+18-66)/945=5/7$. The angular factors are $\tfrac{35}4(\tfrac{11}{21}-\tfrac35)=-\tfrac23$ and $\tfrac{35}4(\tfrac57-\tfrac35)=+1$, in the ratio $-0.4:0.6$, and
\begin{equation}
\Delta=\frac53\frac{qe^2}{4\pi\epsilon_0}\frac{\langle r^4\rangle}{R^5},\qquad \Delta'=-n\frac{\Delta}{R},\quad n=5 .
\end{equation}
In a real bond the splitting comes largely from covalent mixing, and a point-charge picture does not fix its size or its exponent. From here on $n=-d\ln\Delta/d\ln R$ is a parameter, to be taken from a calculation or from the pressure shift of a band. The negative sign of $\Delta'$ is the physically stable feature.

\section{The Huang--Rhys factor}

Let all six bonds stretch by $x=\delta R$. The metal stays at rest by inversion symmetry, and the kinetic energy is $6\cdot\tfrac12M\dot x^2$. The coordinate $x$ has mass $6M$, and with frequency $\omega$ the ground surface is $V_g=\tfrac12\kappa x^2$, $\kappa=6M\omega^2$. In a crystal $M$ is an effective mass and $\omega$ an effective frequency. In the Born--Oppenheimer picture the excited surface is $V_g$ plus the gap, and every contribution to the energy other than that of the d shell is taken to be common to both states. To first order in $x$, by the chain rule,
\begin{equation}
V_e=\tfrac12\kappa x^2+E_v+gx,\qquad g=\frac{dE}{dR}=s\Delta' ,
\end{equation}
with $E_v$ the vertical energy at $x=0$. Completing the square,
\begin{equation}
V_e=\tfrac12\kappa(x-x_e)^2+E_v-E_R,\qquad x_e=-\frac{g}{\kappa},\qquad E_R=\frac{g^2}{2\kappa}=\frac{(s\Delta')^2}{12M\omega^2}.
\end{equation}
Since $\Delta'<0$, a state with more $e$ electrons ($s>0$) has longer bonds and a state with fewer has shorter bonds, as expected for antibonding $e$ orbitals. The Huang--Rhys factor is the relaxation energy in quanta, $S=E_R/\hbar\omega$, which is Eq.~\eqref{eq:res-S}. With $x=x_0(a+a^\dagger)$ and $x_0^2=\hbar/(2\cdot6M\omega)$ it reads
\begin{equation}
S=\lambda^2,\qquad\lambda=\frac{s\Delta'x_0}{\hbar\omega},
\label{eq:lambda}
\end{equation}
because $g^2x_0^2/(\hbar\omega)^2=g^2/(12M\hbar\omega^3)$. The number $\lambda$ is the change of the gap over one zero-point amplitude, in vibrational quanta. The sign of $s$ drops out of $S$.

\section{Line weights}

The vibrational Hamiltonians are $H_g=\hbar\omega(a^\dagger a+\tfrac12)$ and $H_e=H_g+E_v+\lambda\hbar\omega(a+a^\dagger)$. With $b=a+\lambda$, $b^\dagger b=a^\dagger a+\lambda(a+a^\dagger)+\lambda^2$, so $H_e=\hbar\omega(b^\dagger b+\tfrac12)+E_{00}$ with the zero-phonon energy $E_{00}=E_v-S\hbar\omega$. In the Condon approximation the transition moment does not depend on $x$, and the normalized line shape is
\begin{equation}
I(E)=\sum_{i,f}p_i|\langle f|i\rangle|^2\delta(E-E_f+E_i),
\end{equation}
with Boltzmann weights $p_i$. The slowly varying photon-energy prefactor of the measured spectrum is divided out.

At $T=0$ the initial state obeys $a|0\rangle=0$, that is $b|0\rangle=\lambda|0\rangle$. Its coefficients $c_p$ in the eigenstates of $b^\dagger b$ satisfy $\sqrt{p+1}\,c_{p+1}=\lambda c_p$, so $c_p=c_0\lambda^p/\sqrt{p!}$, and normalization gives the Poisson weights
\begin{equation}
P_p(0)=e^{-S}S^p/p! .
\end{equation}

At finite $T$ take the Fourier transform $G(t)=\int I(E)e^{-iEt/\hbar}dE=\langle e^{iH_gt/\hbar}e^{-iH_et/\hbar}\rangle$, where the average is thermal in $H_g$. The operator $D=e^{\lambda(a^\dagger-a)}$ has $D^\dagger aD=a+[a,\lambda(a^\dagger-a)]=a+\lambda$, so $H_e=D^\dagger H_gD+E_{00}$. With $\tau=\omega t$ and $a(t)=ae^{-i\tau}$,
\begin{equation}
G=e^{-iE_{00}t/\hbar}\langle e^{X}e^{Y}\rangle,\quad X=-\lambda(a^\dagger e^{i\tau}-ae^{-i\tau}),\quad Y=\lambda(a^\dagger-a).
\end{equation}
The commutator $[X,Y]=-\lambda^2(e^{i\tau}-e^{-i\tau})=-2iS\sin\tau$ is a number, so $e^Xe^Y=e^{X+Y}e^{-iS\sin\tau}$. The sum is $X+Y=\alpha a^\dagger-\alpha^*a$ with $\alpha=\lambda(1-e^{i\tau})$ and $|\alpha|^2=2S(1-\cos\tau)$.

For the thermal average, order the operators as $e^{-|\alpha|^2/2}e^{\alpha a^\dagger}e^{-\alpha^*a}$. Only terms with equal powers of $a^\dagger$ and $a$ survive. The geometric distribution with mean $\bar n=1/(e^{\hbar\omega/kT}-1)$ has $\langle\zeta^{\,n}\rangle=1/[1-\bar n(\zeta-1)]$, and its $j$-th derivative at $\zeta=1$ gives $\langle a^{\dagger j}a^j\rangle=j!\,\bar n^j$. Hence
\begin{equation}
\langle e^{\alpha a^\dagger-\alpha^*a}\rangle=e^{-|\alpha|^2/2}\sum_j\frac{(-|\alpha|^2\bar n)^j}{j!}=e^{-|\alpha|^2(\bar n+1/2)} .
\label{eq:bloch}
\end{equation}
Using $(2\bar n+1)\cos\tau-i\sin\tau=(\bar n+1)e^{-i\tau}+\bar ne^{i\tau}$,
\begin{equation}
\ln G=-\frac{iE_{00}t}{\hbar}-S(2\bar n+1)+S(\bar n+1)e^{-i\tau}+S\bar n\,e^{i\tau}.
\label{eq:lnG}
\end{equation}
The weight of the line at $E_{00}+p\hbar\omega$ is the coefficient of $e^{-ip\tau}$. Multiplying the two exponential series and comparing with the series $I_p(w)=\sum_j(w/2)^{2j+p}/[j!\,(j+p)!]$ of the modified Bessel function,
\begin{align}
P_p&=e^{-S(2\bar n+1)}\sum_j\frac{[S(\bar n+1)]^{p+j}[S\bar n]^j}{(p+j)!\,j!}\nonumber\\
&=e^{-S(2\bar n+1)}\Big(\frac{\bar n+1}{\bar n}\Big)^{p/2}I_p\big(2S\sqrt{\bar n(\bar n+1)}\big).
\label{eq:Pp}
\end{align}
For $p<0$ the roles of the two series interchange and the last form holds with $I_{-p}=I_p$.

This part has related the Tanabe--Sugano slope to the change in $e_g$ population, found slopes for d$^3$ and high-spin d$^5$, and derived the Huang--Rhys factor and the line weights at any temperature. It remains to obtain the variance and width of the band, to estimate the couplings beyond the slope, and to work through numerical examples.
